# One-loop vacuum polarization in the electron's anomalous magnetic moment: test program

```python
# Result under test: one lepton loop of equal mass m inserted in the photon line of the
# Schwinger vertex diagram gives a_vp = C (alpha/pi)^2 with C = 119/36 - pi^2/3.
# Units hbar = c = m = 1, metric (+,-,-,-). Vertex: gamma^mu F1 + i sigma^{mu nu} q_nu F2/(2m).
# Pi(k2): on-shell subtracted polarization, photon 1/k2 -> 1/(k2 (1-Pi)), in units alpha/pi.
# rho(s) = -Im Pi(s+i0)/pi.  K(s): F2(0)/(alpha/pi) for a photon of mass^2 s.
# S = sum 1/(n(n+1)(n+2)^2(n+3)),  J = int int (1-x) y (1-y) ln(1-xy).
import numpy as np, sympy as sp, mpmath as mp
from scipy.integrate import quad, dblquad
from scipy.optimize import minimize_scalar
from scipy import constants as sc

pi = np.pi
rng = np.random.default_rng(1)
g = np.diag([1., -1., -1., -1.])
I2, Z2, I4 = np.eye(2), np.zeros((2, 2)), np.eye(4)
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]])]
gu = [np.block([[I2, Z2], [Z2, -I2]]).astype(complex)] + [np.block([[Z2, s], [-s, Z2]]) for s in pauli]
gl = [g[a, a] * gu[a] for a in range(4)]
for a in range(4):
    for b in range(4):
        assert np.allclose(gu[a] @ gu[b] + gu[b] @ gu[a], 2 * g[a, b] * I4)
slash = lambda p: sum(p[a] * gl[a] for a in range(4))
dot = lambda a, b: a @ g @ b
Q = lambda f, a, b, **kw: quad(f, a, b, epsabs=kw.pop('epsabs', 1e-13), epsrel=1e-10, limit=300, **kw)[0]

# polarization trace after the shift, part even in l
l, k, y = rng.normal(size=4), rng.normal(size=4), 0.3
loop = lambda l: np.array([[np.trace(gu[a] @ (slash(l - y * k) + I4) @ gu[b] @ (slash(l + (1 - y) * k) + I4))
                            for b in range(4)] for a in range(4)])
claim = 4 * (2 * np.outer(l, l) - g * dot(l, l) - 2 * y * (1 - y) * np.outer(k, k) + g * (1 + y * (1 - y) * dot(k, k)))
assert np.allclose((loop(l) + loop(-l)) / 2, claim, atol=1e-11)

# Euclidean loop integrals by radial quadrature
De = 1.7
for d in (1.0, 1.5):
    i1 = Q(lambda u: np.exp((d + 2) * u) / (np.exp(2 * u) + De) ** 2, -60, 80, points=[0])
    i0 = Q(lambda u: np.exp(d * u) / (np.exp(2 * u) + De) ** 2, -60, 80, points=[0])
    assert abs((1 - 2 / d) * i1 + De * i0) < 1e-9
sub = Q(lambda r: r ** 3 * (1 / (r * r + De) ** 2 - 1 / (r * r + 1) ** 2), 0, np.inf, epsabs=1e-10) / (8 * pi ** 2)
assert abs(sub + np.log(De) / (16 * pi ** 2)) < 1e-10
assert abs(Q(lambda r: 2 * r ** 3 / (r * r + De) ** 3, 0, np.inf) / (8 * pi ** 2) - 1 / (16 * pi ** 2 * De)) < 1e-11

def Pi_param(Q2):
    return 4 * Q(lambda y: y * (1 - y) * np.log1p(y * (1 - y) * Q2), 0, 0.5, epsabs=1e-18)

def Pi_closed(k2):
    k2 = np.asarray(k2, complex)
    v = np.sqrt(1 - 4 / k2)
    return (-5 / 3 - 4 / k2 + (1 + 2 / k2) * v * np.log(-(v + 1) ** 2 * k2 / 4)) / 3

for k2 in (-0.5, -30.0, 2.0 + 0.3j, 0.5 - 2j, -7 + 5j):
    ref = complex(mp.quad(lambda y: 2 * y * (1 - y) * mp.log(1 - y * (1 - y) * k2), [0, 0.1, 0.5, 0.9, 1]))
    assert abs(Pi_closed(k2) - ref) < 1e-10
assert abs(Pi_param(1e-4) / (1e-4 / 15) - 1) < 1e-4

# spectral density from the pair-decay width of a z-polarized vector of mass sqrt(s)
rho = lambda s: np.sqrt(1 - 4 / s) * (1 + 2 / s) / 3
def rho_cut(s):
    E = np.sqrt(s) / 2
    pm = np.sqrt(E * E - 1)
    eps = slash(np.array([0, 0, 0, 1.]))
    T = 0
    for c, w in zip(*np.polynomial.legendre.leggauss(4)):
        n = pm * np.array([0, np.sqrt(1 - c * c), 0, c])
        t = np.array([E, 0, 0, 0])
        T += w / 2 * np.trace((slash(t + n) + I4) @ eps @ (slash(t - n) - I4) @ eps).real
    width_over_alpha = 4 * pi * T * (pm / E) / (8 * pi) / (2 * np.sqrt(s))
    return width_over_alpha / np.sqrt(s)
for s in (4.5, 8.0, 100.0):
    assert abs(rho_cut(s) - rho(s)) < 1e-12
    assert abs(-Pi_closed(s + 1e-10j).imag / pi - rho_cut(s)) < 1e-8
# dispersion integral against the parameter integral
for Q2 in (0.3, 1.0, 50.0):
    disp = Q(lambda s: rho(s) * Q2 / (s * (s + Q2)), 4, 8) + Q(lambda s: rho(s) * Q2 / (s * (s + Q2)), 8, np.inf)
    assert abs(disp / Pi_param(Q2) - 1) < 1e-8

def kinematics(qz):
    E = np.sqrt(1 + qz * qz / 4)
    p, pp = np.array([E, 0, 0, -qz / 2]), np.array([E, 0, 0, qz / 2])
    L, R, P = slash(pp) + I4, slash(p) + I4, g @ (p + pp)
    tr = lambda G: np.array([sum(np.trace(L @ G[m] @ R @ gl[m]) for m in range(4)),
                             sum(np.trace(L @ G[m] @ R) * P[m] for m in range(4))])
    qs = slash(pp - p)
    magnetic = [1j * (0.5j) * (gu[m] @ qs - qs @ gu[m]) / 2 for m in range(4)]
    row = np.linalg.inv(np.array([tr(gu), tr(magnetic)]).T)[1]
    f2 = lambda X, Y: row @ tr([sum(gu[n] @ X @ gu[m] @ Y @ gl[n] for n in range(4)) for m in range(4)])
    return p, pp, L, R, f2

p, pp, L, R, f2 = kinematics(0.7)
ks = slash(k)
DD = (dot(k, k) - 2 * dot(p, k)) * (dot(k, k) - 2 * dot(pp, k))
for m in range(4):  # longitudinal photon term is pure gamma^mu
    assert np.allclose(L @ ks @ (L - ks) @ gu[m] @ (R - ks) @ ks @ R, DD * L @ gu[m] @ R, atol=1e-9)
for a, b in ((0.2, 0.5), (0.6, 0.1)):  # magnetic numerator after the shift
    z, sh = 1 - a - b, slash(a * pp + b * p)
    assert abs(f2(L - sh, R - sh) + 4 * z * (1 - z)) < 1e-11
assert abs(sum(f2(gu[a], gl[a]) for a in range(4))) < 1e-11  # l^2 term has no F2

# F2 by four-momentum quadrature on k0 = c + i k4, which passes between all poles and cuts
tn, tw = np.polynomial.legendre.leggauss(200)
tn, tw = (tn + 1) / 2, tw / 2
r, rw = (3 * tn / (1 - tn))[:, None, None], (3 * tw / (1 - tn) ** 2)[:, None, None]
cn, cw = np.polynomial.legendre.leggauss(64)
chi, chw = (pi * (cn + 1) / 2)[None, :, None], (pi * cw / 2)[None, :, None]
un, uw = np.polynomial.legendre.leggauss(12)
un, uw = un[None, None, :], uw[None, None, :]
def F2_momentum(photon, qz, c):
    p, pp, L, R, f2 = kinematics(qz)
    k0, kv = c + 1j * r * np.cos(chi), r * np.sin(chi)
    kk = {0: k0, 1: kv * np.sqrt(1 - un ** 2), 3: kv * un}
    N = f2(L, R) - sum((f2(gl[a], R) + f2(L, gl[a])) * kk[a] for a in kk)
    N = N + sum(f2(gl[a], gl[b]) * kk[a] * kk[b] for a in kk for b in kk)
    k2 = k0 ** 2 - kv ** 2
    D = (k2 - 2 * (p[0] * k0 - p[3] * kk[3])) * (k2 - 2 * (pp[0] * k0 - pp[3] * kk[3]))
    return (np.sum(rw * chw * uw * r ** 3 * np.sin(chi) ** 2 * N * photon(k2) / D) / (2 * pi)).real
F2_zero = lambda photon, c: (4 * F2_momentum(photon, 0.01, c) - F2_momentum(photon, 0.02, c)) / 3

K = lambda s: Q(lambda x: x * x * (1 - x) / (x * x + (1 - x) * s), 0, 1)
sK = lambda s: Q(lambda t: s * t * (1 - t) ** 2 / ((1 - t) ** 2 + t * s), 0, 1, epsabs=1e-12)
Kmom = {}
for s, c in ((1.0, 0.5), (4.0, 1.0), (25.0, 1.0)):
    Kmom[s] = F2_zero(lambda k2: 1 / (k2 - s), c)
    assert abs(Kmom[s] / K(s) - 1) < 1e-6
assert abs(K(0.0) - 0.5) < 1e-12
assert abs(3 * sK(1e6) - 1) < 1e-3

# the coefficient by several roads
C_exact = 119 / 36 - pi ** 2 / 3
wdisp = lambda b: b * b * (3 - b * b) / 12 * sK(4 / (1 - b * b))  # s = 4/(1-beta^2)
C_low = Q(wdisp, 0, np.sqrt(0.75), epsabs=1e-11)
C_disp = C_low + Q(wdisp, np.sqrt(0.75), 1, epsabs=1e-11)
C_space = lambda M: Q(lambda t: t * Pi_param((1 - t) ** 2 / (t * M * M)), 0, 1, epsabs=1e-17,
                      points=[1e-6, 1e-5, 1e-4, 1e-3, 1e-2, 0.1])
C_sp = C_space(1.0)
C_mom = F2_zero(lambda k2: Pi_closed(k2) / k2, 1.0)
assert abs(C_disp / C_exact - 1) < 1e-7 and abs(C_sp / C_exact - 1) < 1e-8
assert abs(C_mom / C_exact - 1) < 1e-6

x_, y_, n_ = sp.symbols('x y n')
assert sp.simplify(1 + y_ * (1 - y_) * x_ ** 2 / (1 - x_) - (1 - x_ * y_) * (1 - x_ * (1 - y_)) / (1 - x_)) == 0
term = 1 / (n_ * (n_ + 1) * (n_ + 2) ** 2 * (n_ + 3))
res = [sp.residue(term, n_, -j) for j in range(4)]
dbl = sp.limit(term * (n_ + 2) ** 2, n_, -2)
assert res == [sp.Rational(1, 12), sp.Rational(-1, 2), sp.Rational(1, 4), sp.Rational(1, 6)] and dbl == sp.Rational(1, 2)
assert sp.simplify(sum(res[j] / (n_ + j) for j in range(4)) + dbl / (n_ + 2) ** 2 - term) == 0
simple = -sum(res[j] * sp.harmonic(j) for j in range(4))
double = dbl * (sp.zeta(2) - 1 - sp.Rational(1, 4))
mp.mp.dps = 30
assert abs(mp.nsum(lambda n: 1 / (12 * n) - 1 / (2 * (n + 1)) + 1 / (4 * (n + 2)) + 1 / (6 * (n + 3)), [1, mp.inf])
           - float(simple)) < 1e-12
nn = np.arange(1., 20001.)
terms = 1 / (nn * (nn + 1) * (nn + 2) ** 2 * (nn + 3))
S_sum = terms.sum()
J = dblquad(lambda y, x: (1 - x) * y * (1 - y) * np.log1p(-x * y), 0, 1, 0, 1, epsabs=1e-12, epsrel=1e-10)[0]
logterm = -Q(lambda t: t * np.log(t), 0, 1) / 3
assert abs(S_sum - float(simple + double)) < 1e-13 and abs(J + S_sum) < 1e-10
assert abs(logterm - 1 / 12) < 1e-11 and abs(4 * J + logterm - C_sp) < 1e-9
C_sym = sp.expand(sp.Rational(1, 12) - 4 * (simple + double))
assert sp.simplify(C_sym - (sp.Rational(119, 36) - sp.pi ** 2 / 3)) == 0
assert 0 < C_sp < 1 / 45
Mmu = sc.physical_constants['muon-electron mass ratio'][0]
C_mu = C_space(Mmu)
assert abs(45 * Mmu ** 2 * C_mu - 1) < 2e-4  # next term is of relative size ln(M)/M^2

# worked example
ap = sc.alpha / pi
mMeV = sc.physical_constants['electron mass energy equivalent in MeV'][0]
f = lambda x: (1 - x) * Pi_param(x * x / (1 - x))
xp = minimize_scalar(lambda x: -f(x), bounds=(0.1, 0.99), method='bounded', options={'xatol': 1e-8}).x
Qp = xp / np.sqrt(1 - xp)
a_vp = float(C_sym) * ap ** 2
nu_c = sc.e / (2 * pi * sc.m_e)
print("dimensionless unless a unit is given; Pi, rho in units alpha/pi")
print(f"1/alpha = {1 / sc.alpha:.9f}")
print(f"alpha/pi = {ap:.9e}")
print(f"(alpha/pi)^2 = {ap ** 2:.9e}")
print(f"electron mass m = {mMeV:.8f} MeV")
for Q2 in (1.0, 10.0):
    print(f"Pi(-Q^2), Q^2 = {Q2:g} m^2: {Pi_param(Q2):.8f}")
print(f"rho(s = 8 m^2) = {rho_cut(8.0):.8f}")
print(f"K(0) = {K(0.0):.8f}")
for s in Kmom:
    print(f"K(s = {s:g} m^2): parameter {K(s):.8f}, momentum {Kmom[s]:.8f}")
for x in (0.25, 0.5, 0.75, 0.9):
    print(f"(1-x) Pi at x = {x}: {f(x):.8f}")
print(f"peak: x = {xp:.4f}, height = {f(xp):.6f}")
print(f"peak: Q = {Qp:.3f} m = {Qp * mMeV:.3f} MeV")
print(f"share of C from s < 16 m^2 = {C_low / C_disp:.4f}")
print(f"residues at n = 0,-1,-2,-3: {res}; double pole: {dbl}")
print(f"simple-pole sum = {simple} = {float(simple):.10f}")
print(f"double-pole sum = {sp.expand(double)} = {float(double):.10f}")
print(f"first terms of S: {terms[0]:.8f}, {terms[1]:.8f}, {terms[2]:.8f}")
print(f"S (explicit sum) = {S_sum:.10f}")
print(f"J (quadrature) = {J:.10f}")
print(f"-(1/3) int (1-x) ln(1-x) = {logterm:.10f}")
print(f"119/36 = {119 / 36:.10f}, pi^2/3 = {pi ** 2 / 3:.10f}")
print(f"C symbolic = {C_sym} = {float(C_sym):.10f}")
print(f"C dispersive = {C_disp:.10f}")
print(f"C spacelike = {C_sp:.10f}")
print(f"C momentum quadrature = {C_mom:.9f}")
print(f"bound 1/45 = {1 / 45:.8f}, C/(1/45) = {45 * C_sp:.5f}")
print(f"Schwinger alpha/(2 pi) = {ap / 2:.9e}")
print(f"a_vp = {a_vp:.6e}")
print(f"a_vp / Schwinger = {a_vp / (ap / 2):.5e}")
print(f"Delta g = 2 a_vp = {2 * a_vp:.6e}")
print(f"cyclotron frequency at 1 T = {nu_c / 1e9:.6f} GHz")
print(f"Schwinger anomaly frequency at 1 T = {ap / 2 * nu_c / 1e6:.4f} MHz")
print(f"shift from a_vp at 1 T = {a_vp * nu_c / 1e3:.4f} kHz")
print(f"muon/electron mass ratio = {Mmu:.6f}")
print(f"muon loop: C = {C_mu:.5e}, m^2/(45 M^2) = {1 / (45 * Mmu ** 2):.5e}")
print(f"muon loop: a = {C_mu * ap ** 2:.4e}")
print("tests ok")
```

Printed output:

```
dimensionless unless a unit is given; Pi, rho in units alpha/pi
1/alpha = 137.035999178
alpha/pi = 2.322819464e-03
(alpha/pi)^2 = 5.395490263e-06
electron mass m = 0.51099895 MeV
Pi(-Q^2), Q^2 = 1 m^2: 0.06042954
Pi(-Q^2), Q^2 = 10 m^2: 0.35961177
rho(s = 8 m^2) = 0.29462783
K(0) = 0.50000000
K(s = 1 m^2): parameter 0.10459979, momentum 0.10459979
K(s = 4 m^2): parameter 0.04517744, momentum 0.04517744
K(s = 25 m^2): parameter 0.01075063, momentum 0.01075063
(1-x) Pi at x = 0.25: 0.00412992
(1-x) Pi at x = 0.5: 0.01583478
(1-x) Pi at x = 0.75: 0.03065269
(1-x) Pi at x = 0.9: 0.03155165
peak: x = 0.8439, height = 0.033252
peak: Q = 2.136 m = 1.091 MeV
share of C from s < 16 m^2 = 0.6295
residues at n = 0,-1,-2,-3: [1/12, -1/2, 1/4, 1/6]; double pole: 1/2
simple-pole sum = -13/72 = -0.1805555556
double-pole sum = -5/8 + pi**2/12 = 0.1974670334
first terms of S: 0.01388889, 0.00208333, 0.00055556
S (explicit sum) = 0.0169114779
J (quadrature) = -0.0169114779
-(1/3) int (1-x) ln(1-x) = 0.0833333333
119/36 = 3.3055555556, pi^2/3 = 3.2898681337
C symbolic = 119/36 - pi**2/3 = 0.0156874219
C dispersive = 0.0156874219
C spacelike = 0.0156874219
C momentum quadrature = 0.015687422
bound 1/45 = 0.02222222, C/(1/45) = 0.70593
Schwinger alpha/(2 pi) = 1.161409732e-03
a_vp = 8.464133e-08
a_vp / Schwinger = 7.28781e-05
Delta g = 2 a_vp = 1.692827e-07
cyclotron frequency at 1 T = 27.992490 GHz
Schwinger anomaly frequency at 1 T = 32.5108 MHz
shift from a_vp at 1 T = 2.3693 kHz
muon/electron mass ratio = 206.768283
muon loop: C = 5.19739e-07, m^2/(45 M^2) = 5.19780e-07
muon loop: a = 2.8042e-12
tests ok
```
